# Interface Heat Conductance from Phonon Mode Counting and Transmission

Where the thermal resistance of a material boundary matters, a heat-flow calculation needs the ratio of the heat flow to the temperature jump there. A lattice-dynamics calculation can supply a conductance, but before it is entered one must decide which two temperatures it connects: those of the phonons arriving at the boundary, or the local temperatures of the material on its two sides. The Landauer integral refers to the first pair. In the model interface computed below the two choices give 222 and 244 MW m⁻² K⁻¹; with no interface at all, the first stays finite and the second diverges.

## Setting and theorem

Hartree atomic units are used, so $\hbar=1$. Temperature appears as the energy $\theta=k_BT$, and $g=G/k_B$ is the conductance per area in inverse (bohr² × atomic time). The Bose distribution is $n(\omega,\theta)=1/(e^{\omega/\theta}-1)$. Heat flow is positive from left to right, along $+z$.

The assumptions are:

1. Two half-infinite, perfectly periodic harmonic crystals are joined through a harmonic region of finite thickness. That region may be disordered. The lateral area $A$ is finite with periodic edges, and may be made large at the end.
2. Phonons arriving from the left have mean occupation $n_L=n(\omega,\theta_L)$, those arriving from the right $n_R=n(\omega,\theta_R)$, and different incoming modes are uncorrelated.
3. The forces do not depend on temperature, and electrons carry no heat across the boundary.

At a given $\omega$, an *open channel* of a crystal is a propagating mode, labelled by lateral wavevector and polarisation, that travels towards the interface. Let $\tau_\alpha(\omega)$ be the fraction of the energy flux in channel $\alpha$ that reaches the other side, and let $\mathcal T(\omega)=\sum_\alpha\tau_\alpha(\omega)$ over the open channels on the left.

**Theorem.** Under these assumptions the steady heat flow per area is

$$J=\frac1A\int_0^\infty\frac{d\omega}{2\pi}\,\omega\,\mathcal T(\omega)\,(n_L-n_R),$$

and for $\Delta=\theta_L-\theta_R\to0$ it becomes $J=g\Delta$ with

$$g=\frac1A\int_0^\infty\frac{d\omega}{2\pi}\,\omega\,\mathcal T(\omega)\,\frac{\partial n}{\partial\theta}.$$

In ordinary units the integrand is $\hbar\omega\,\mathcal T\,\partial n/\partial T$, and the integral gives $G$.

## Lemma 1: velocity cancels density of states

**Lemma 1.** Each open channel, occupied by $n(\omega)$ phonons per mode, brings the energy flux $\int(d\omega/2\pi)\,\omega\,n(\omega)$ to the interface, whatever its dispersion.

*Proof.* Take a length $L$ of the crystal with periodic ends. The allowed $k_z$ are spaced by $2\pi/L$. A mode with $n$ phonons holds the energy $\omega n$, apart from the zero-point part treated later, spread over $L$. A wave packet made from a narrow range of $k_z$ moves with the group velocity $v_z=\partial\omega/\partial k_z$ and carries its energy along, so the mode's energy flux is $\omega n v_z/L$. Summing over modes that move towards the interface,

$$\sum_{k_z,\,v_z>0}\frac{v_z}{L}\,\omega n\;\to\;\int_{v_z>0}\frac{dk_z}{2\pi}\,v_z\,\omega n=\int\frac{d\omega}{2\pi}\,\omega n ,$$

because $v_z\,dk_z=d\omega$. If a band rises in several separate intervals of $k_z$, each interval counts as its own channel. ∎

The velocity can be checked on a chain with $m\omega^2=2K(1-\cos q)+\Lambda$, where $q$ is the phase per atom and $\Lambda$ a restoring constant to a fixed position. For $u_n=\mathrm{Re}\,[Be^{i(qn-\omega t)}]$ the mean power passed from atom $n$ to atom $n+1$ is

$$\overline{K(u_n-u_{n+1})\dot u_{n+1}}=\tfrac12K\omega|B|^2\,\mathrm{Re}\,[i(e^{-iq}-1)]=\tfrac12K\omega|B|^2\sin q .$$

The mean energy per atom is $\tfrac12m\omega^2|B|^2$, half of it kinetic. The ratio is $K\sin q/(m\omega)$. Differentiating the dispersion gives $2m\omega\,d\omega/dq=2K\sin q$, so the ratio equals $d\omega/dq$, in atoms per unit time.

## Lemma 2: both directions share one transmission sum

**Lemma 2.** The sum of transmission probabilities over channels incident from the left equals the sum over channels incident from the right, at each $\omega$.

*Proof.* Scale the amplitudes so that the squared modulus is the energy flux. In a periodic crystal the total flux of a steady wave is the same through every cell. Interference between channels with different $k_z$ would vary from cell to cell, so it cannot contribute; degenerate modes with equal $k_z$ are chosen orthogonal in flux. Incoming amplitudes $a$ and outgoing amplitudes $b=Sa$ therefore satisfy $b^\dagger b=a^\dagger a$ for every $a$, which requires $S^\dagger S=1$.

The matrix $S$ is square: $\omega(k_z)$ is periodic, so a band crosses a given frequency upwards as often as downwards, and each crystal has equally many incoming and outgoing channels. For a finite square matrix $S^\dagger S=1$ implies $SS^\dagger=1$. Write

$$S=\begin{pmatrix}r&t'\\ t&r'\end{pmatrix},$$

where unprimed blocks belong to incidence from the left. The upper left blocks of the two identities are

$$r^\dagger r+t^\dagger t=1,\qquad rr^\dagger+t't'^\dagger=1 ,$$

both with the unit matrix of the left channels. Take traces and use $\mathrm{Tr}\,r^\dagger r=\mathrm{Tr}\,rr^\dagger$. Then $\mathrm{Tr}\,t^\dagger t=\mathrm{Tr}\,t't'^\dagger$. The left side is $\mathcal T$, the right side its counterpart for incidence from the right. ∎

The equality concerns the sums, not single channels. In a numerical test on a disordered strip with 3 open channels on the left and 5 on the right, both sums are 1.753. The average transmission per channel is then 0.58 from the left and 0.35 from the right. Since no $\tau$ exceeds one, $\mathcal T$ is bounded by the smaller of the two channel numbers.

## Proof of the theorem

By Lemma 1 the phonons from the left carry $\int(d\omega/2\pi)\,\omega\,\mathcal T n_L$ across. No interference terms between incoming modes survive, because these are uncorrelated. By Lemma 2 the phonons from the right carry the same expression with $n_R$ in the opposite direction. The difference, divided by $A$, is $J$. Zero-point energy would add $\tfrac12$ to both occupations and drops out.

For small $\Delta$, $n_L-n_R=(\partial n/\partial\theta)\Delta$ to first order, which gives $g$. ∎

With $x=\omega/\theta$ we have $\partial x/\partial\theta=-x/\theta$, hence

$$\omega\frac{\partial n}{\partial\theta}=\frac{x^2e^x}{(e^x-1)^2}=\frac{(x/2)^2}{\sinh^2(x/2)}\equiv w(x).$$

Since $\partial x/\partial\omega=1/\theta$, the same derivative can be written $\partial n/\partial\theta=-(\omega/\theta)\,\partial n/\partial\omega$. This is the sense in which the conductance integrates the derivative of the Bose distribution; the factor $\omega/\theta$ must accompany the frequency derivative.

**Remark on finite bias.** As $\mathcal T$ does not depend on temperature, $J=\int_{\theta_R}^{\theta_L}g(\theta')\,d\theta'$. With $\theta_{L,R}=\theta\pm\Delta/2$, expand $g$ about $\theta$. The odd term integrates to zero and the quadratic term gives $\tfrac12g''\cdot2(\Delta/2)^3/3$, so

$$J=g\Delta\left[1+\frac{g''\Delta^2}{24\,g}+O(\Delta^4)\right].$$

**Remark on failure.** Anharmonic forces at the boundary let a phonon split or merge while crossing. Energy then moves between frequencies, and a single function $\mathcal T(\omega)$ no longer suffices. Heat exchange with electrons in a metal adds another path that is absent here.

## Corollary: high and low temperature

For small $y$, $\sinh y/y=1+y^2/6+\dots$, so with $y=x/2$ the weight is $w=1-x^2/12+\dots$. When $\theta$ is well above all transmitted frequencies,

$$g\simeq g_\infty\left(1-\frac{\langle\omega^2\rangle}{12\,\theta^2}\right),\qquad g_\infty=\frac1A\int\frac{d\omega}{2\pi}\,\mathcal T ,$$

where $\langle\omega^2\rangle$ is averaged with weight $\mathcal T$. The conductance saturates because each classical mode holds the energy $\theta$.

At low temperature, consider first one channel that is open down to $\omega=0$ with $\tau=1$. Integrating by parts,

$$\int_0^\infty\frac{x^2e^x}{(e^x-1)^2}dx=2\int_0^\infty\frac{x\,dx}{e^x-1}=\frac{\pi^2}{3},$$

so the channel contributes $(\theta/2\pi)(\pi^2/3)=\pi\theta/6$.

A wide interface behaves differently because its channel number depends on $\omega$. For an isotropic sound velocity $c$, a channel is open if its lateral wavevector is shorter than $\omega/c$. The number per area and polarisation is the area of that disc over $(2\pi)^2$:

$$\frac{M}{A}=\frac{\pi(\omega/c)^2}{(2\pi)^2}=\frac{\omega^2}{4\pi c^2}.$$

If the transmission at fixed angle tends to a nonzero constant for long waves, $\mathcal T\propto\omega^2$, and substituting $\omega=\theta x$ gives $g\propto\theta^3$.

## Proposition: transmission between two cubic lattices

Take simple cubic lattices of spacing $a$ with one atom per cell, mass $m_1$ on the left and $m_2$ on the right. Every nearest-neighbour bond, including those across the interface, has the energy $\tfrac12K|\mathbf u_i-\mathbf u_j|^2$. The three Cartesian displacements decouple and give three identical polarisations. This is a simplification: a real bond resists stretching and bending differently.

Displacements proportional to $e^{i(q_xn_x+q_yn_y)}$ keep their lateral phases at a flat interface. The lateral springs then act as the restoring constant $\Lambda=2K(2-\cos q_x-\cos q_y)$, and each side is a chain with

$$m_j\omega^2=2K(1-\cos q_j)+\Lambda .$$

**Proposition.** If both sides are open for the given $\omega$ and $\Lambda$, with $0<q_j<\pi$, then

$$\tau=\frac{\sin q_1\,\sin q_2}{\sin^2[(q_1+q_2)/2]};$$

if the far side is closed, $\tau=0$.

*Proof.* Let $u_n=e^{iq_1n}+re^{-iq_1n}$ for $n\le0$ and $u_n=se^{iq_2n}$ for $n\ge1$. Atom 0 obeys

$$m_1\omega^2u_0=K(2u_0-u_{-1}-u_1)+\Lambda u_0 .$$

The left-hand wave, continued to $n=1$, satisfies the same equation with its continued value in place of $u_1$. Subtraction shows that the two values are equal. The equation of atom 1 shows in the same way that the right-hand wave, continued to $n=0$, equals $u_0$. Therefore

$$1+r=s,\qquad e^{iq_1}+re^{-iq_1}=se^{iq_2}.$$

Eliminating $s$ gives

$$r=\frac{e^{iq_1}-e^{iq_2}}{e^{iq_2}-e^{-iq_1}} .$$

From $|e^{i\alpha}-e^{i\beta}|^2=4\sin^2[(\alpha-\beta)/2]$ follows

$$|r|^2=\frac{\sin^2[(q_1-q_2)/2]}{\sin^2[(q_1+q_2)/2]} .$$

The incident and reflected waves have the same mass and speed, so $|r|^2$ is the reflected fraction of the flux and $\tau=1-|r|^2$. The identity $\sin^2\!P-\sin^2\!Q=\sin(P+Q)\sin(P-Q)$, with $P=(q_1+q_2)/2$ and $Q=(q_1-q_2)/2$, gives the result.

If the right side is closed, $e^{iq_2}$ is replaced by a real number $\lambda$ with $|\lambda|<1$. Numerator and denominator of $r$ then have equal moduli, and $|r|=1$. ∎

The squared amplitude $|s|^2$ is not the transmission. By the power formula above, the flux ratio is $|s|^2\sin q_2/\sin q_1$. Since $s=1+r=2i\sin q_1/(e^{iq_2}-e^{-iq_1})$, this again gives $\tau$.

At normal incidence $\Lambda=0$, and for long waves $q_j\simeq\omega\sqrt{m_j/K}$. Then

$$\tau\to\frac{4q_1q_2}{(q_1+q_2)^2}=\frac{4Z_1Z_2}{(Z_1+Z_2)^2},\qquad Z_j=\sqrt{Km_j},$$

which is the acoustic impedance formula.

## Proposition: conductance between local temperatures

The material on the left contains incoming phonons at $\theta_L$ and outgoing ones that were partly reflected and partly transmitted from the right. Define $\theta_L^*$ as the temperature at which an equilibrium crystal would have the same energy density, and $\theta_R^*$ likewise. The density is taken many wavelengths from the interface, so that interference averages out, but closer than the distance over which bulk scattering alters the populations.

**Proposition.** For a flat interface with one transmitted channel per incident channel, as in the cubic model, and to first order in $\Delta$,

$$g^*=\frac{J}{\theta_L^*-\theta_R^*}=\frac{g}{1-\beta_L-\beta_R},\qquad\beta=\tfrac12\langle\tau\rangle ,$$

where $\langle\tau\rangle$ averages over all incident wavevectors of that side with the weight $w(\omega/\theta)$, the heat capacity of a mode in units of $k_B$.

*Proof.* An outgoing mode on the left has the occupation $(1-\tau)n_L+\tau n_R=n_L-\tau(n_L-n_R)$. Relative to equilibrium at $\theta_L$ its energy is lower by $w\tau\Delta$. Incoming modes have no deficit. By the symmetry $k_z\to-k_z$, outgoing modes hold half of the heat capacity, so the energy density is lower by $\tfrac12C_L\langle\tau\rangle_L\Delta$, with $C_L$ the heat capacity per volume. Hence $\theta_L-\theta_L^*=\beta_L\Delta$. On the right the outgoing modes have a surplus, and $\theta_R^*-\theta_R=\beta_R\Delta$. Subtracting,

$$\theta_L^*-\theta_R^*=(1-\beta_L-\beta_R)\Delta ,$$

and dividing $J=g\Delta$ by this difference gives $g^*$. ∎

For equal masses $\tau=1$ and both $\beta$ are $\tfrac12$. The local jump vanishes and $g^*$ diverges, as it should when there is no boundary. The finite $g$ that remains is the limit set by the number of modes that can leave a reservoir.

This settles the opening decision within the model. If the prescribed temperatures are those at which contacts emit phonons, $g$ applies. If the jump is between local energy-density temperatures, $g^*$ applies. In a Fourier heat-flow solver even $g^*$ is an approximation: a temperature gradient in the bulk distorts the incoming populations, contrary to assumption 2.

## Worked interface

Take $K=0.02$ hartree/bohr², $a=5$ bohr, $m_1=50000$ and $m_2=100000$ electron masses, and $\theta=0.001$ hartree, or 316 K. These are round model values and represent no particular material.

**One ray.** At normal incidence and $\omega=8\times10^{-4}$ hartree, $m_1\omega^2/(2K)=0.8$ and $m_2\omega^2/(2K)=1.6$. So $\cos q_1=0.2$ and $\cos q_2=-0.6$, which means $q_1=1.369$ and $q_2=2.214$. The sines are 0.980 and 0.800, and $\sin^2[(q_1+q_2)/2]=0.952$. With unrounded factors, $\tau=\sin q_1\sin q_2/\sin^2[(q_1+q_2)/2]=0.823$. The long-wave formula gives 0.971, so the discreteness of the lattice already matters at this frequency.

**Mode counts.** Per surface cell and polarisation:

| $\omega$ (hartree) | left | right | $\sum\tau$ |
|---|---|---|---|
| 0.0004 | 0.033 | 0.067 | 0.028 |
| 0.0008 | 0.143 | 0.338 | 0.108 |
| 0.0012 | 0.405 | 0.595 | 0.010 |
| 0.0015 | 0.627 | 0.063 | 0.000 |

In the first row the continuum count, with $c^2=a^2K/m_j$, is $m_j\omega^2/(4\pi K)=0.032$ and 0.064, close to the lattice values.

The third row shows why counting modes on each side is not enough. A side is open when $m_j\omega^2-4K<\Lambda<m_j\omega^2$. At $\omega=0.0012$ hartree, $m_1\omega^2=3.6K$ and $m_2\omega^2=7.2K$. The left side needs $\Lambda<3.6K$, the right side $\Lambda>3.2K$. Many modes exist on both sides, but only those with $3.2K<\Lambda<3.6K$ share a lateral wavevector. For these $\cos q_1>0.8$ and $\cos q_2<-0.8$, so both sines are below 0.6 and the transmission is small as well: in the middle of the range, at $\Lambda=3.4K$, the cosines are $\pm0.9$ and $\tau=0.19$. In the last row the ranges do not overlap, and $\mathcal T$ vanishes. A rough interface, which mixes lateral wavevectors, would not be bound by this restriction.

**Conductance.** Three polarisations and a cell area of 25 bohr² give

$$g=\frac{3}{25}\int\frac{d\omega}{2\pi}\,w\,\mathcal T_{\rm cell}=1.090\times10^{-6},$$

in inverse (bohr² × atomic time), or $G=222$ MW m⁻² K⁻¹. Direct sums over wavevectors incident from the left and from the right, with transmissions solved from the equations of motion, both give $1.090\times10^{-6}$.

The high-temperature limit is $1.150\times10^{-6}$. At $\theta=0.001$ hartree $g$ lies 5.2% below it, and at 0.002 hartree, where $g=1.135\times10^{-6}$, 1.3% below. The unrounded deficits, 5.20% and 1.34%, differ by a factor of 3.9, close to the 4 of the $1/\theta^2$ correction, which gives 5.4% and 1.35%. Transmitted frequencies reach $\sqrt{4K/(m_2-m_1)}=1.26\times10^{-3}$ hartree, so at $\theta=0.001$ hartree higher orders are still visible. Between 0.00025 and 0.0005 hartree $g$ rises from $5.58\times10^{-7}$ to $9.36\times10^{-7}$, a factor of 1.7. The cubic law would give 8, so these temperatures are far above its range.

A bias of $2\times10^{-4}$ hartree, about 63 K, centred on $\theta=0.001$ hartree, changes $J/\Delta$ by only $-5.0\times10^{-4}$ relative to $g$, and the curvature formula predicts the same to two digits. Linear response is thus a mild assumption near this temperature, where $g$ is close to saturation, provided $g$ is taken at the mean temperature and the forces themselves do not change with temperature. With $g$ taken at the temperature of one contact the error is of first order in $\Delta$, about 1% here, and at $\theta=0.00025$ hartree the same centred bias changes $J/\Delta$ by $-3.6\%$.

**Local temperatures.** The averages are $\beta_L=0.037$ and $\beta_R=0.051$. Therefore

$$\frac{g^*}{g}=\frac1{1-0.037-0.051}=1.096 ,$$

and $G^*=244$ MW m⁻² K⁻¹. For a heat flow of 100 MW m⁻² the incoming phonon temperatures differ by $100/222=0.45$ K and the local temperatures by $100/244=0.41$ K. The correction is small because most modes are reflected; it grows as the interface becomes more transparent. For $m_2/m_1=1.3$ and $1.1$, with the other parameters unchanged, $g^*/g$ is 1.7 and 3.1.

**Check by time evolution.** The counting argument can be tested without using scattering states. A finite chain of left atoms is warmed slightly, joined to an unwarmed chain of right atoms, and followed by exact harmonic quantum dynamics until the current forms a plateau. For $\Lambda=2K$ the plateau and the channel integral agree at $1.455\times10^{-5}$ per atomic time. For $\Lambda=0$ they are $1.274\times10^{-4}$ and $1.278\times10^{-4}$, a difference of 0.3%. The local energies, taken as twice the kinetic energy of atoms near the junction, reproduce the two $\beta$ of each chain to about 0.001. For $\Lambda=0$ these are 0.24 and 0.41, so in that single channel $g^*$ is nearly three times $g$. The remaining figures are in the numerical output.

## Table of computed values

```
spring K = 0.02 hartree/bohr^2, spacing a = 5.0 bohr
masses m1 = 50000, m2 = 100000 electron masses
theta = 0.001 hartree = 315.8 K
top frequency left  = 2.1909e-03 hartree
top frequency right = 1.5492e-03 hartree
normal incidence, w = 8.0e-04 hartree:
  q1 = 1.3694 rad, q2 = 2.2143 rad (per spacing)
  transmission = 0.8234
  long-wave limit of transmission = 0.9706
open modes per cell and polarisation (left, right), sum of tau:
  w = 4.0e-04 hartree: 0.033, 0.067, 0.028
  w = 8.0e-04 hartree: 0.143, 0.338, 0.108
  w = 1.2e-03 hartree: 0.405, 0.595, 0.010
  w = 1.5e-03 hartree: 0.627, 0.063, 0.000
strip: open channels left 3, right 5
  sum of tau from left 1.752998, from right 1.752998
conductance G in k_B/(bohr^2 atomic time):
  theta = 2.50e-04 hartree: G = 5.584e-07
  theta = 5.00e-04 hartree: G = 9.364e-07
  theta = 1.00e-03 hartree: G = 1.090e-06
  theta = 2.00e-03 hartree: G = 1.135e-06
  high-temperature limit: G = 1.150e-06
  sum over left-incident modes, theta = 0.001: 1.090e-06
  sum over right-incident modes, theta = 0.001: 1.090e-06
G at theta = 0.001 hartree: 222.3 MW/(m^2 K)
bias 2.0e-04 hartree: relative deviation -5.037e-04
  predicted from curvature of G: -5.011e-04
joined chains, formula then exact dynamics:
  lam/K = 0: channel conductance (k_B/atomic time) 1.2778e-04, 1.2739e-04
    beta_L 0.237, 0.237; beta_R 0.412, 0.411
  lam/K = 2: channel conductance (k_B/atomic time) 1.4552e-05, 1.4552e-05
    beta_L 0.077, 0.077; beta_R 0.105, 0.105
interface: beta_L = 0.037, beta_R = 0.051
G_local = 1.196e-06 k_B/(bohr^2 atomic time)
G_local = 244 MW/(m^2 K)
ratio G_local/G = 1.096
```
